# Misfit-strain shift of the ferroelectric instability in a clamped film

## Problem

A ferroelectric with a cubic parent phase is grown as a coherent (001) film on a thick substrate. The substrate fixes the in-plane strain, and the top surface is free. Ideal short-circuited electrodes cover both faces. The film has

$$
Q_{12}=-0.043\ \mathrm{m^4/C^2},\qquad s_{11}+s_{12}=5.6\times10^{-12}\ \mathrm{Pa^{-1}},\qquad C=150000\ \mathrm K ,
$$

where $Q_{12}$ is an electrostriction coefficient, $s_{ij}$ are compliances at fixed polarization, and $C$ is the Curie constant. The misfit strain is $S_m=-0.01$.

1. Derive the shift of the temperature at which the paraelectric film becomes unstable to polarization normal to its plane. Evaluate it.
2. Find the corresponding shift for in-plane polarization. Which instability comes first on cooling?
3. Is the out-of-plane instability the actual phase transition, and how large is the shift relative to the transition of a stress-free crystal?
4. How do the definition of misfit, thermal expansion and imperfect electrodes affect the estimate?

For parts 2 and 3, use the round model values $\theta=400$ K, $Q_{11}=0.10$ and $Q_{44}=0.03\ \mathrm{m^4/C^2}$, $s_{11}=8.0\times10^{-12}$, $s_{12}=-2.4\times10^{-12}$ and $s_{44}=9.0\times10^{-12}\ \mathrm{Pa^{-1}}$. The Landau coefficients are $a_{11}=-2.0\times10^8$ and $a_{12}=3.0\times10^8\ \mathrm{J\,m^5/C^4}$, with $a_{111}=2.0\times10^9\ \mathrm{J\,m^9/C^6}$. They describe no particular material.

## Solution

### Conventions and the stress-free crystal

SI units are natural here. Axis 3 is the film normal, tensile stress is positive, and

$$
S_m=\frac{a_{\rm substrate}-a_0}{a_0},
$$

where $a_0$ is the lattice parameter of the stress-free cubic phase. Both lattice parameters refer to the transition temperature. Negative $S_m$ means compression. The film is taken as uniform and unrelaxed, with linear elasticity and constant coefficients; surface energies and a background permittivity are omitted.

In the mean-field Landau description, the free-energy density at given polarization $\mathbf P$ and stress $\sigma_i$ is

$$
\begin{aligned}
G={}&L(\mathbf P)-\tfrac12s_{11}(\sigma_1^2+\sigma_2^2+\sigma_3^2)
-s_{12}(\sigma_1\sigma_2+\sigma_2\sigma_3+\sigma_3\sigma_1)\\
&-\tfrac12s_{44}(\sigma_4^2+\sigma_5^2+\sigma_6^2)
-\sum_i\sigma_iS_i^0(\mathbf P).
\end{aligned}
$$

Here $S_i^0$ is the spontaneous strain, for example $S_1^0=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2)$ and $S_6^0=Q_{44}P_1P_2$. The purely polar part is

$$
L=a_1\sum_iP_i^2+a_{11}\sum_iP_i^4+a_{12}(P_1^2P_2^2+P_2^2P_3^2+P_3^2P_1^2)+a_{111}\sum_iP_i^6 .
$$

Mixed sixth-order terms are set to zero in this model.

The Curie-Weiss law fixes $a_1$. At zero stress and small polarization, $E=\partial G/\partial P=2a_1P$, so the susceptibility is

$$
\chi=\frac{P}{\varepsilon_0E}=\frac1{2\varepsilon_0a_1}=\frac{C}{T-\theta}
\quad\Longrightarrow\quad
a_1=\frac{T-\theta}{2\varepsilon_0C}.
$$

The temperature $\theta$ is where the stress-free paraelectric phase loses stability. It need not be the bulk transition temperature, a distinction needed in part 3.

### 1. The out-of-plane shift

**Stress in the film.** The free surface requires $\sigma_3=\sigma_4=\sigma_5=0$, while the substrate requires $S_1=S_2=S_m$ and $S_6=0$. Let $\mathbf P=(0,0,P)$. Since $S_i=-\partial G/\partial\sigma_i$,

$$
\begin{aligned}
S_m&=s_{11}\sigma_1+s_{12}\sigma_2+Q_{12}P^2,\\
S_m&=s_{12}\sigma_1+s_{11}\sigma_2+Q_{12}P^2,\\
0&=s_{44}\sigma_6 .
\end{aligned}
$$

Subtracting the first two equations gives $(s_{11}-s_{12})(\sigma_1-\sigma_2)=0$. Elastic stability requires $s_{11}>s_{12}$, hence $\sigma_1=\sigma_2=\sigma$. With $s=s_{11}+s_{12}$,

$$
\sigma=\frac{S_m-Q_{12}P^2}{s}.
$$

**The energy to minimize.** $G$ is the appropriate potential when stress is held fixed. Here the in-plane strains are held fixed instead. Because $dG=\mathbf E\cdot d\mathbf P-\sum_iS_i\,d\sigma_i$, a Legendre transformation in the clamped components gives

$$
F=G+S_1\sigma_1+S_2\sigma_2+S_6\sigma_6 .
$$

For the present polarization this becomes

$$
\begin{aligned}
F&=L-s\sigma^2-2Q_{12}\sigma P^2+2S_m\sigma\\
&=L-s\sigma^2+2\sigma(S_m-Q_{12}P^2)\\
&=L-s\sigma^2+2s\sigma^2=L+s\sigma^2 .
\end{aligned}
$$

The third line uses $S_m-Q_{12}P^2=s\sigma$. The added term is the positive elastic energy of the film. Inserting $\sigma$,

$$
F=a_1P^2+a_{11}P^4+a_{111}P^6+\frac{(S_m-Q_{12}P^2)^2}{s}.
$$

The transformation matters. Inserting the same stress into $G$ would give an elastic contribution

$$
-s\sigma^2-2Q_{12}\sigma P^2=\frac{-S_m^2+Q_{12}^2P^4}{s},
$$

in which the terms proportional to $S_mP^2$ have cancelled. Minimizing the wrong potential would therefore remove the misfit shift altogether.

**The instability.** Expanding the square in $F$ gives

$$
F=\frac{S_m^2}{s}+a_3^*P^2+a_{33}^*P^4+a_{111}P^6,
$$

$$
a_3^*=a_1-\frac{2Q_{12}S_m}{s},\qquad
a_{33}^*=a_{11}+\frac{Q_{12}^2}{s}.
$$

The curvature of $F$ at $P=0$ is $2a_3^*$. The paraelectric state becomes unstable when this vanishes:

$$
\frac{T_3-\theta}{2\varepsilon_0C}=\frac{2Q_{12}S_m}{s},
$$

and therefore

$$
\boxed{\Delta T_3=T_3-\theta=\frac{4\varepsilon_0C\,Q_{12}S_m}{s_{11}+s_{12}}.}
$$

One factor of 2 comes from the definition of $a_1$, the other from the two equal in-plane stresses.

**Numbers.** The two factors in the numerator are $4\varepsilon_0C=5.3125\times10^{-6}\ \mathrm{F\,K/m}$ and $Q_{12}S_m=4.3\times10^{-4}\ \mathrm{m^4/C^2}$. Thus

$$
\Delta T_3=\frac{(5.3125\times10^{-6})(4.3\times10^{-4})}{5.6\times10^{-12}}\ \mathrm K
\approx408\ \mathrm K .
$$

The units agree because $\mathrm F=\mathrm{C^2/J}$ and $\mathrm{Pa\,m^3}=\mathrm J$, which leaves kelvin.

A rounded estimate is 400 K, upward. A shift of 400 K would need a misfit of $-0.981$ percent, so the rounding is small compared with the likely uncertainties of a real film. Half a unit in the last digit of $Q_{12}$ alone changes the result by about 5 K, and the same for $s$ by about 4 K.

The sign has a direct meaning. Since $Q_{12}<0$, polarization along the normal makes the crystal want to contract in the plane. A compressed film is already held at a smaller in-plane size, so polarizing relieves part of its stress. Before polarization appears, that stress is

$$
\sigma=\frac{S_m}{s}=\frac{-0.01}{5.6\times10^{-12}}\ \mathrm{Pa}\approx-1.79\ \mathrm{GPa}.
$$

This is large. The formula assumes that compliances and electrostriction keep their small-stress values up to this load; nonlinear elasticity could alter the result by an amount not estimated here.

An independent numerical calculation used the full six-component stiffness matrix, relaxed the three free strains, and located the zero of the curvature by finite differences. It agrees with the formula within the 0.01 K tolerance allowed for the finite polarization step. Changing $s_{11}$ to $7.0\times10^{-12}\ \mathrm{Pa^{-1}}$ at fixed $s_{11}+s_{12}$ leaves the shift unchanged within the same tolerance, as expected for equal biaxial stress.

### 2. The in-plane instability

Now let $\mathbf P=(P,0,0)$. The two clamping conditions are no longer identical:

$$
\begin{aligned}
S_m&=s_{11}\sigma_1+s_{12}\sigma_2+Q_{11}P^2,\\
S_m&=s_{12}\sigma_1+s_{11}\sigma_2+Q_{12}P^2 .
\end{aligned}
$$

Adding and subtracting them gives

$$
\sigma_1+\sigma_2=\frac{2S_m-(Q_{11}+Q_{12})P^2}{s},\qquad
\sigma_1-\sigma_2=-\frac{(Q_{11}-Q_{12})P^2}{s_{11}-s_{12}}.
$$

As before, replacing $S_i-S_i^0$ by the elastic strain turns the stress terms in $F$ into a positive elastic energy:

$$
\begin{aligned}
F-L&=\tfrac12s_{11}(\sigma_1^2+\sigma_2^2)+s_{12}\sigma_1\sigma_2\\
&=\tfrac14s(\sigma_1+\sigma_2)^2+\tfrac14(s_{11}-s_{12})(\sigma_1-\sigma_2)^2 .
\end{aligned}
$$

The second term is of order $P^4$, because the stress difference is of order $P^2$. The first supplies the quadratic term:

$$
\frac{[2S_m-(Q_{11}+Q_{12})P^2]^2}{4s}
=\frac{S_m^2}{s}-\frac{(Q_{11}+Q_{12})S_m}{s}P^2+O(P^4).
$$

The coefficient of $P^2$ is therefore $a_1-(Q_{11}+Q_{12})S_m/s$, and its zero lies at

$$
\Delta T_1=T_1-\theta=\frac{2\varepsilon_0C(Q_{11}+Q_{12})S_m}{s}.
$$

The square symmetry of the clamped film makes this the same for every in-plane direction at quadratic order.

For the model, $Q_{11}+Q_{12}=0.057\ \mathrm{m^4/C^2}$, and

$$
\Delta T_1=\frac{(2.656\times10^{-6})(0.057)(-0.01)}{5.6\times10^{-12}}\ \mathrm K\approx-270\ \mathrm K .
$$

The out-of-plane instability at $\theta+408$ K comes first on cooling. More generally,

$$
\Delta T_3-\Delta T_1=\frac{2\varepsilon_0C(Q_{12}-Q_{11})S_m}{s}.
$$

Under compression this is positive when $Q_{11}>Q_{12}$.

Reversing the misfit reverses both shifts. At $+1$ percent the out-of-plane value is $-408$ K and the in-plane value $+270$ K, so in-plane polarization comes first. With $\theta=400$ K the out-of-plane value lies below absolute zero and is only formal. On a diagram of temperature against misfit, the two straight lines cross at $S_m=0$, $T=\theta$. Their upper parts form an asymmetric V, which bounds the region where the paraelectric phase is locally stable. The lower continuation of each line is not a phase boundary: there the paraelectric state is already unstable, so the curvature at $P=0$ no longer decides which polarization components the film has.

### 3. Instability, transition and bulk reference

**Does the film transform at $T_3$?** A vanishing curvature marks the limit of local stability. The actual transition could occur earlier if a state with finite polarization already had lower energy. Along axis 3 the quartic coefficient decides the matter. Clamping adds

$$
\frac{Q_{12}^2}{s}=\frac{(0.043)^2}{5.6\times10^{-12}}
\approx3.30\times10^8\ \mathrm{J\,m^5/C^4},
$$

so that

$$
a_{33}^*=(-2.00+3.30)\times10^8
=1.30\times10^8\ \mathrm{J\,m^5/C^4}.
$$

For $T\ge T_3$, the coefficients of $P^2$, $P^4$ and $P^6$ are then all nonnegative, and $P=0$ is the lowest state along this axis. Just below $T_3$, a nonzero minimum satisfies

$$
0=\frac{1}{2P}\frac{dF}{dP}=a_3^*+2a_{33}^*P^2+3a_{111}P^4 .
$$

Near onset the last term is small. With $a_3^*=(T-T_3)/(2\varepsilon_0C)$,

$$
P^2\simeq-\frac{a_3^*}{2a_{33}^*}
=\frac{T_3-T}{4\varepsilon_0C\,a_{33}^*}.
$$

At 0.1 K below $T_3$ this gives $P\approx0.0120\ \mathrm{C/m^2}$, in agreement with direct minimization within the 1 percent tolerance of the test. The polarization starts from zero, so the transition along this axis is continuous.

Polarization could also appear abruptly in another direction. For the model coefficients, a three-dimensional grid with each component between 0 and $0.8\ \mathrm{C/m^2}$ was searched 1 K above $T_3$. No sampled polar state had lower energy than the paraelectric state. This supports identifying $T_3\approx808$ K with the transition of the model film, though a grid search is not a proof for all polarizations or all materials.

**When the identification fails.** If $a_{11}<-Q_{12}^2/s$, then $a_{33}^*<0$. A polar state along axis 3 has the same energy as the paraelectric state when

$$
a_3^*+a_{33}^*P^2+a_{111}P^4=0 .
$$

On cooling, the first real solution for $P^2$ appears when the discriminant vanishes, $a_3^*=(a_{33}^*)^2/(4a_{111})>0$. This is above $T_3$. For $a_{11}=-4.0\times10^8\ \mathrm{J\,m^5/C^4}$, one has $a_{33}^*=-6.98\times10^7\ \mathrm{J\,m^5/C^4}$, and the crossing lies about 1.6 K above $T_3$. The numerical test confirms that a polar state is already lower at 0.5 K above $T_3$. In this example the order of the transition changes, but the transition temperature measured from $\theta$ rises by only about 1.6 K. The stress-free transition also depends on $a_{11}$, as shown next, so the shift measured from that transition changes more.

**Shift from the bulk transition.** In a stress-free crystal the elastic terms of $G$ vanish. Along a cube axis the same equal-energy argument applies with $a_1$ and $a_{11}$ in place of $a_3^*$ and $a_{33}^*$. For $a_{11}<0$ and $a_{111}>0$,

$$
a_1=\frac{a_{11}^2}{4a_{111}},\qquad
P^2=-\frac{a_{11}}{2a_{111}},
$$

and hence

$$
T_{\rm bulk}-\theta=\frac{\varepsilon_0C\,a_{11}^2}{2a_{111}}\approx13\ \mathrm K .
$$

The polarization jumps to $0.22\ \mathrm{C/m^2}$. A grid search 0.5 K above this temperature found no lower polar state in another direction.

Relative to the bulk transition, the film transition is therefore raised by

$$
407.9\ \mathrm K-13.3\ \mathrm K\approx395\ \mathrm K .
$$

To one significant figure the shift is 400 K from either reference temperature in this model, but the two values answer different questions. The difference is most visible at zero misfit: the film's instability then lies at $\theta$, 13 K below the bulk transition. Zero misfit is not the same as zero stress once polarization appears, because the substrate still prevents the in-plane spontaneous strain.

### 4. What can change the estimate

**Definition of misfit.** Suppose the quoted $-1$ percent is divided by the substrate parameter:

$$
\eta=\frac{a_{\rm substrate}-a_0}{a_{\rm substrate}}=-0.01 .
$$

Then $a_{\rm substrate}=a_0/(1-\eta)$, and the strain needed in the formula is

$$
S_m=\frac1{1-\eta}-1=\frac{\eta}{1-\eta}=-0.00990 .
$$

The shift becomes 404 K, a change of 4 K.

**Strain at the transition temperature.** The shift is 40.8 K for each $-0.1$ percent of misfit. If film and substrate differ in linear thermal expansion by $10^{-6}\ \mathrm{K^{-1}}$, a misfit determined 400 K away from $T_3$ is wrong there by $4\times10^{-4}$, or 0.04 percent. The resulting error in $T_3$ is about 16 K. Misfit dislocations have a more direct effect: if they relax a fraction $f$ of the strain, the remaining shift is $(1-f)\Delta T_3$. The strain actually present in the film must be used.

**Electrodes.** Short-circuiting removes the field produced by uniform polarization. Without electrodes or other screening charge, the normal displacement vanishes:

$$
\varepsilon_0E+P=0\quad\Longrightarrow\quad E=-\frac P{\varepsilon_0}.
$$

The energy density of this field is $\varepsilon_0E^2/2=P^2/(2\varepsilon_0)$. It adds $1/(2\varepsilon_0)$ to $a_3^*$ and lowers the instability temperature by

$$
2\varepsilon_0C\,\frac1{2\varepsilon_0}=C=150000\ \mathrm K .
$$

The formal shift is then about $-149600$ K, which puts the instability below absolute zero. Within this model, an unscreened film has no uniform out-of-plane instability at any physical temperature. Domains with alternating polarization can reduce the depolarizing field, but they lie outside the uniform calculation.

Imperfect screening can be described by a residual field $E=-\kappa P/\varepsilon_0$, with $0\le\kappa\le1$. The work needed to polarize against it is

$$
-\int_0^P E\,dP'=\frac{\kappa}{\varepsilon_0}\int_0^P P'\,dP'=\frac{\kappa P^2}{2\varepsilon_0}.
$$

The instability toward uniform polarization is therefore lowered by $\kappa C$. For this uniform state, the whole strain-induced rise is cancelled when

$$
\kappa=\frac{\Delta T_3}{C}=\frac{408}{150000}\approx0.0027 .
$$

A residual field of less than 0.3 percent of $P/\varepsilon_0$ is enough. With a background permittivity $\varepsilon_b$ the unscreened field is $P/(\varepsilon_0\varepsilon_b)$, the open-circuit lowering is $C/\varepsilon_b$, and the cancelling field is a fraction $\varepsilon_b$ times larger of the unscreened one. Of the effects estimated here, incomplete screening can change the uniform instability temperature the most. A real, poorly screened film can instead become unstable to alternating domains at a higher temperature, set by its thickness and domain-wall energy, so $\kappa C$ is an upper bound on the lowering of its first out-of-plane instability. The value of about $+408$ K, or 400 K as a rounded estimate, applies to a coherent film whose polarization charge is almost completely screened.

The numerical output below lists the inputs, shifts and checks used in the solution.

## Calculated quantities

```
Q12 = -0.043 m^4/C^2
s11+s12 = 5.60e-12 1/Pa
Curie constant = 150000 K
Misfit strain = -1.00 percent
Vacuum permittivity = 8.854188e-12 F/m
4 eps0 C = 5.31251e-06 F K/m
Q12 times misfit = 4.300e-04 m^4/C^2
Paraelectric in-plane stress = -1.7857 GPa
Out-of-plane shift, formula = 407.93 K
Out-of-plane shift, numerical = 407.92 K
Shift per -0.1 percent misfit = 40.79 K
Misfit for 400 K shift = -0.981 percent
Model theta = 400.0 K
Model film instability T3 = 807.93 K
Model Q11 = 0.100 m^4/C^2; Q44 = 0.030 m^4/C^2
Model s11 = 8.00e-12 1/Pa; s12 = -2.40e-12 1/Pa
Model s44 = 9.00e-12 1/Pa
In-plane shift at -1 percent = -270.37 K
Out-of-plane shift at +1 percent = -407.93 K
In-plane shift at +1 percent = 270.37 K
Shift with s11 = 7.0e-12 1/Pa, same sum = 407.92 K
Model a11 = -2.00e+08 J m^5/C^4; a12 = 3.00e+08 J m^5/C^4
Model a111 = 2.00e+09 J m^9/C^6
Clamping quartic term = 3.302e+08 J m^5/C^4
Film quartic a33* = 1.302e+08 J m^5/C^4
P at 0.1 K below T3, minimized = 0.01200 C/m^2
P at 0.1 K below T3, leading law = 0.01202 C/m^2
Abrupt-case a11 = -4.00e+08 J m^5/C^4
Abrupt-case a33* = -6.982e+07 J m^5/C^4
Bulk transition minus theta = 13.28 K
Bulk polarization jump = 0.2236 C/m^2
Film T3 minus bulk transition = 394.64 K
Strain for alternative -1 percent = -0.9901 percent
Shift for alternative definition = 403.89 K
Formal open-circuit shift = -149592.1 K
```
